# How a phase-change host shifts a Drude sphere's dipole resonance: a program that tests the result

```python
"""
Result under test: a small lossless Drude sphere, eps_s = 1 - wp^2/w^2, in a
host of permittivity eps_h has its dipole resonance at
    w0 = wp / sqrt(1 + 2 eps_h),
so eps_h = 16 -> 36 multiplies w0 by sqrt(33/73) = 0.672.
Symbols: wp plasma energy, w photon energy (eV); R radius (nm); eps_b
bound-electron background of the sphere; gamma damping energy (eV);
beta = hbar * sqrt(3/5) * Fermi velocity (eV nm), the electron-pressure speed.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn, spherical_yn

HBAR_C = const.hbar * const.c / const.e * 1e9       # eV nm
HBAR_EV = const.hbar / const.e                      # eV s


def resonance(wp, eps_h, eps_b=1.0):
    """Quasi-static dipole resonance, the derived formula."""
    return wp / np.sqrt(eps_b + 2 * eps_h)


def fe_resonance(wp, eps_h, eps_b=1.0, shell_outer=None):
    """Dipole mode from field energies with linear radial elements.
    Lengths are in units of R; outside shell_outer the medium is air."""
    nodes = np.concatenate([np.linspace(0, 1, 41),
                            np.geomspace(1, 3, 121)[1:],
                            np.geomspace(3, 100, 181)[1:]])
    size = len(nodes)
    inside = np.zeros((size, size))
    outside = np.zeros((size, size))
    for i in range(size - 1):
        a, b = nodes[i], nodes[i + 1]
        h = b - a
        element = ((b**3 - a**3) / (3 * h**2) * np.array([[1, -1], [-1, 1]])
                   + 2 * h / 6 * np.array([[2, 1], [1, 2]]))
        middle = (a + b) / 2
        if middle < 1:
            inside[i:i + 2, i:i + 2] += element
        else:
            in_air = shell_outer is not None and middle > shell_outer
            outside[i:i + 2, i:i + 2] += (1.0 if in_air else eps_h) * element
    inside = inside[1:-1, 1:-1]
    outside = outside[1:-1, 1:-1]
    values = eigh(inside, eps_b * inside + outside, eigvals_only=True)
    surface = values[(values > 1e-6) & (values < 0.99 / eps_b)]
    assert len(surface) == 1, "exactly one surface dipole mode expected"
    return wp * np.sqrt(surface[0])


def retarded_resonance(wp, eps_h, radius):
    """Energy at which the full electric-dipole scattering is maximal."""
    def mismatch(w):
        eps_s = 1 - wp**2 / w**2
        x = np.sqrt(eps_h) * w * radius / HBAR_C
        z = np.sqrt(eps_s + 0j) * w * radius / HBAR_C
        outer = 1 + x * spherical_yn(1, x, True) / spherical_yn(1, x)
        inner = 1 + z * spherical_jn(1, z, True) / spherical_jn(1, z)
        return (eps_s * outer - eps_h * inner).real
    w0 = resonance(wp, eps_h)
    return brentq(mismatch, 0.8 * w0, 1.05 * w0, xtol=1e-14)


def mie_dipole_coefficient(wp, eps_h, radius, w):
    """Electric-dipole scattering coefficient; its modulus is at most 1."""
    m = np.sqrt((1 - wp**2 / w**2) / eps_h + 0j)
    x = np.sqrt(eps_h) * w * radius / HBAR_C

    def psi(t):
        return t * spherical_jn(1, t)

    def dpsi(t):
        return spherical_jn(1, t) + t * spherical_jn(1, t, True)
    xi = psi(x) + 1j * x * spherical_yn(1, x)
    dxi = dpsi(x) + 1j * (spherical_yn(1, x) + x * spherical_yn(1, x, True))
    top = m * psi(m * x) * dpsi(x) - psi(x) * dpsi(m * x)
    return top / (m * psi(m * x) * dxi - xi * dpsi(m * x))


def pressure_resonance(wp, eps_h, radius, beta, eps_b=1.0):
    """Resonance with electron pressure and no free current through r = R."""
    def mismatch(w):
        kappa = np.sqrt(wp**2 / eps_b - w**2) / beta
        x = kappa * radius
        log_slope = kappa * (1 / (1 / np.tanh(x) - 1 / x) - 2 / x)
        field = beta**2 * log_slope / wp**2
        linear = field - log_slope / (kappa**2 * eps_b)
        potential = linear * radius + 1 / (kappa**2 * eps_b)
        return (eps_b * field * radius + 2 * eps_h * potential) / beta
    low = 0.9 * resonance(wp, eps_h, eps_b)
    return brentq(mismatch, low, 0.95 * wp / np.sqrt(eps_b), xtol=1e-13)


def pressure_determinant(w, wp, eps_h, radius, beta, eps_b):
    """Boundary determinant from direct integration of the radial equations."""
    kappa2 = (wp**2 / eps_b - w**2) / beta**2

    def slope(r, y):
        phi, dphi, charge, dcharge = y
        return [dphi, -2 * dphi / r + 2 * phi / r**2 + charge / eps_b,
                dcharge,
                -2 * dcharge / r + 2 * charge / r**2 + kappa2 * charge]
    start = 1e-3 * radius
    end = solve_ivp(slope, (start, radius), [0, 0, start, 1],
                    method="DOP853", rtol=1e-9, atol=1e-12).y[:, -1]
    current = wp**2 * end[1] - beta**2 * end[3]
    displacement = eps_b * end[1] * radius + 2 * eps_h * end[0]
    return (wp**2 * displacement
            - (eps_b + 2 * eps_h) * radius * current) / abs(end[2])


def absorption(w, wp, eps_h, gamma):
    """Absorption in a lossless host, up to a constant factor."""
    eps_s = 1 - wp**2 / (w**2 + 1j * gamma * w)
    return w * ((eps_s - eps_h) / (eps_s + 2 * eps_h)).imag


# ---- example inputs: rough values for an oxide sphere in Ge-Sb-Te ----
wp, radius = 2.0, 40.0
hosts = {"amorphous": 16.0, "crystalline": 36.0}
mass_ratio, gamma_bulk, eps_b_real = 0.35, 0.10, 4.0
host_density, host_mass, host_mobility = 1e20, 0.5, 5.0  # cm^-3, m_e, cm2/Vs
shell_outer = 3.0                                        # in units of R

w_a, w_c = (resonance(wp, eps) for eps in hosts.values())
ratio = w_c / w_a

# ---- formula against field-energy diagonalization ----
fe = [fe_resonance(wp, eps) for eps in hosts.values()]
for eps in (1.0, 16.0, 36.0):
    for background in (1.0, eps_b_real):
        exact = resonance(wp, eps, background)
        assert abs(fe_resonance(wp, eps, background) / exact - 1) < 3e-4
assert abs(fe[1] / fe[0] - np.sqrt(33 / 73)) < 3e-4
assert round(fe[1] / fe[0], 3) == 0.672

# ---- formula against full electrodynamics ----
for eps in hosts.values():
    w0 = resonance(wp, eps)
    shift_2 = retarded_resonance(wp, eps, 2.0) / w0 - 1
    shift_4 = retarded_resonance(wp, eps, 4.0) / w0 - 1
    assert abs(shift_2) < 5e-4
    assert abs(shift_4 / shift_2 - 4) < 0.08
    w_full = retarded_resonance(wp, eps, radius)
    assert abs(mie_dipole_coefficient(wp, eps, radius, w_full) - 1) < 1e-6
retarded = [retarded_resonance(wp, eps, radius) for eps in hosts.values()]

# ---- damping: peak position, width and free ringing ----
density = (const.epsilon_0 * mass_ratio * const.m_e
           * (wp / HBAR_EV)**2 / const.e**2)             # m^-3
v_fermi = (const.hbar * (3 * np.pi**2 * density)**(1 / 3)
           / (mass_ratio * const.m_e))                   # m/s
gamma_surface = HBAR_EV * v_fermi * 1e9 / radius
gamma = gamma_bulk + gamma_surface
peaks, widths, ringing = [], [], []
for eps in hosts.values():
    w0 = resonance(wp, eps)
    found = minimize_scalar(lambda w: -absorption(w, wp, eps, gamma),
                            bounds=(0.5 * w0, 1.6 * w0), method="bounded",
                            options={"xatol": 1e-10})
    peak, half = found.x, -found.fun / 2
    lower = brentq(lambda w: absorption(w, wp, eps, gamma) - half,
                   0.05 * w0, peak)
    upper = brentq(lambda w: absorption(w, wp, eps, gamma) - half,
                   peak, 5 * w0)
    roots = np.roots([1 + 2 * eps, 1j * gamma * (1 + 2 * eps), -wp**2])
    free = max(roots.real)
    assert abs(peak / w0 - 1) < 1e-5
    assert abs((upper - lower) / gamma - 1) < 1e-5
    assert abs(free - np.sqrt(w0**2 - gamma**2 / 4)) < 1e-9
    peaks.append(peak)
    widths.append(upper - lower)
    ringing.append(free)

# ---- free carriers in the crystalline host ----
host_wp2 = (host_density * 1e6 * const.e**2
            / (const.epsilon_0 * host_mass * const.m_e)) * HBAR_EV**2
host_gamma = (HBAR_EV * const.e
              / (host_mass * const.m_e * host_mobility * 1e-4))


def carrier_host(w):
    return hosts["crystalline"] - host_wp2 / (w * (w + 1j * host_gamma))


w_carrier = complex(w_c)
for _ in range(100):
    w_carrier = wp / np.sqrt(1 + 2 * carrier_host(w_carrier))
assert abs(1 - wp**2 / w_carrier**2 + 2 * carrier_host(w_carrier)) < 1e-8
eps_carrier = carrier_host(w_c)

# ---- finite host thickness ----
shell = [fe_resonance(wp, eps, 1.0, shell_outer) for eps in hosts.values()]

# ---- electron pressure ----
beta = HBAR_EV * np.sqrt(3 / 5) * v_fermi * 1e9
for eps in hosts.values():
    for background in (1.0, eps_b_real):
        local = resonance(wp, eps, background)
        nearly_local = pressure_resonance(wp, eps, radius, beta / 1000,
                                          background)
        assert abs(nearly_local / local - 1) < 1e-3
        test_radius = 4.0
        predicted = pressure_resonance(wp, eps, test_radius, beta, background)
        integrated = brentq(pressure_determinant, 0.9 * predicted,
                            1.05 * predicted, xtol=1e-9,
                            args=(wp, eps, test_radius, beta, background))
        assert abs(integrated / predicted - 1) < 1e-4
pressure = [pressure_resonance(wp, eps, radius, beta)
            for eps in hosts.values()]
pressure_b = [pressure_resonance(wp, eps, radius, beta, eps_b_real)
              for eps in hosts.values()]
background = [resonance(wp, eps, eps_b_real) for eps in hosts.values()]


def show_pair(label, pair):
    print(f"{label}: {pair[0]:.4f}, {pair[1]:.4f} eV; "
          f"ratio {pair[1] / pair[0]:.4f}")


print("Pairs are for host permittivity 16, then 36")
print(f"Plasma energy: {wp:.2f} eV; radius: {radius:.0f} nm")
show_pair("Ideal resonance", (w_a, w_c))
print(f"Vacuum wavelengths: {2 * np.pi * HBAR_C / w_a:.0f}, "
      f"{2 * np.pi * HBAR_C / w_c:.0f} nm")
print(f"Sphere permittivity at resonance: {1 - wp**2 / w_a**2:.1f}, "
      f"{1 - wp**2 / w_c**2:.1f}")
print(f"Large-permittivity guess for ratio: {np.sqrt(16 / 36):.4f}")
show_pair("Finite-element resonance", fe)
print(f"Size parameter k_host R: {4 * w_a * radius / HBAR_C:.3f}, "
      f"{6 * w_c * radius / HBAR_C:.3f}")
show_pair("With retardation", retarded)
print(f"Realistic background permittivity: {eps_b_real:.1f}")
show_pair("With that background", background)
print(f"Effective mass: {mass_ratio:.2f} m_e")
print(f"Carrier density in sphere: {density * 1e-6:.3e} cm^-3")
print(f"Fermi velocity: {v_fermi:.3e} m/s")
print(f"Bulk damping: {gamma_bulk:.3f} eV")
print(f"Surface damping: {gamma_surface:.4f} eV")
print(f"Total damping: {gamma:.4f} eV")
show_pair("Damped absorption peaks", peaks)
print(f"Absorption full widths: {widths[0]:.4f}, {widths[1]:.4f} eV")
print(f"Separation of ideal resonances: {w_a - w_c:.4f} eV")
show_pair("Free ringing with damping", ringing)
print(f"Host carriers: {host_density:.1e} cm^-3, mass {host_mass:.2f} m_e, "
      f"mobility {host_mobility:.1f} cm2/Vs")
print(f"Host carrier damping: {host_gamma:.3f} eV")
print(f"Crystalline host permittivity with carriers: "
      f"{eps_carrier.real:.2f} + {eps_carrier.imag:.2f}i")
show_pair("With host carriers", (w_a, w_carrier.real))
print(f"Added full width from host carriers: {-2 * w_carrier.imag:.4f} eV")
print(f"Finite host outer radius: {shell_outer * radius:.0f} nm")
show_pair("With finite host in air", shell)
print(f"Charge depth beta/wp: {beta / wp:.3f} nm")
show_pair("With electron pressure, background 1", pressure)
show_pair("With electron pressure, background 4", pressure_b)
print("OK")
```

It prints:

```
Pairs are for host permittivity 16, then 36
Plasma energy: 2.00 eV; radius: 40 nm
Ideal resonance: 0.3482, 0.2341 eV; ratio 0.6724
Vacuum wavelengths: 3561, 5297 nm
Sphere permittivity at resonance: -32.0, -72.0
Large-permittivity guess for ratio: 0.6667
Finite-element resonance: 0.3481, 0.2341 eV; ratio 0.6723
Size parameter k_host R: 0.282, 0.285
With retardation: 0.3339, 0.2242 eV; ratio 0.6715
Realistic background permittivity: 4.0
With that background: 0.3333, 0.2294 eV; ratio 0.6882
Effective mass: 0.35 m_e
Carrier density in sphere: 1.015e+21 cm^-3
Fermi velocity: 1.028e+06 m/s
Bulk damping: 0.100 eV
Surface damping: 0.0169 eV
Total damping: 0.1169 eV
Damped absorption peaks: 0.3482, 0.2341 eV; ratio 0.6724
Absorption full widths: 0.1169, 0.1169 eV
Separation of ideal resonances: 0.1141 eV
Free ringing with damping: 0.3432, 0.2267 eV; ratio 0.6604
Host carriers: 1.0e+20 cm^-3, mass 0.50 m_e, mobility 5.0 cm2/Vs
Host carrier damping: 0.463 eV
Crystalline host permittivity with carriers: 34.98 + 2.03i
With host carriers: 0.3482, 0.2374 eV; ratio 0.6819
Added full width from host carriers: 0.0132 eV
Finite host outer radius: 120 nm
With finite host in air: 0.3639, 0.2460 eV; ratio 0.6760
Charge depth beta/wp: 0.262 nm
With electron pressure, background 1: 0.3838, 0.2848 eV; ratio 0.7420
With electron pressure, background 4: 0.3518, 0.2562 eV; ratio 0.7284
OK
```
